# Why vacuum shifts near conductors are small without high mode impedance

An electron bound harmonically with frequency $\omega_0=0.1$ hartree, 20 bohr from a perfect mirror, is lowered in energy by $1.56\times10^{-4}$ hartree (4.25 meV) through its electrostatic image. The change that the mirror makes in the quantized transverse field raises it by $1.45\times10^{-6}$ hartree (0.039 meV). Both values are leading terms in displacement over distance (dipole approximation), and their ratio is 0.0093. Why is the vacuum part so much smaller, and what would a cavity need in order to make it large?

The harmonic electron answers both questions, because its energy can be followed first at a mirror and then in a resonator. Hartree atomic units are used, with $c=1/\alpha$ and $\alpha$ the fine-structure constant.

## The image energy contains no $\alpha$

The electron, of charge $-1$, is bound to a fixed charge $+1$ at height $z$. Its displacement is $u$ along the surface normal and $\rho$ parallel to the surface. Each Cartesian displacement has variance $1/(2\omega_0)=5$ bohr², an rms value of 2.24 bohr.

A charge interacts with its own image with a factor one half, because the image is induced. The two cross terms, also halved, add to one full term. Hence

$$W=-\frac1{4(z+u)}-\frac1{4z}+\frac1{\sqrt{\rho^2+(2z+u)^2}} .$$

To second order in the displacement, the first term is $-\frac1{4z}+\frac{u}{4z^2}-\frac{u^2}{4z^3}$ and the last is $\frac1{2z}-\frac{u}{4z^2}+\frac{u^2}{8z^3}-\frac{\rho^2}{16z^3}$. The constant and linear parts cancel, leaving

$$W\simeq-\frac{\rho^2+2u^2}{16z^3},\qquad U_{\rm es}=\langle W\rangle=-\frac{1}{8\omega_0z^3},$$

since $\langle\rho^2\rangle=2\langle u^2\rangle=1/\omega_0$. At $z=20$ bohr this is $-1/(0.8\times8000)=-1.56\times10^{-4}$ hartree. The speed of light does not enter.

## Near the mirror, the transverse energy carries $\alpha$

In Coulomb gauge the electron couples to the vector potential through $\mathbf p\cdot\mathbf A/c+A^2/(2c^2)$, with $\mathbf A$ taken at the height $z$ (dipole approximation).

Without the mirror, each plane-wave mode in a volume $V$ contributes $2\pi c^2/(ckV)$ to $\langle A^2\rangle$. The mirror turns the modes into standing waves. Relative to running waves, squared parallel components acquire the factor $2\sin^2(k_zz)$ and squared normal components $2\cos^2(k_zz)$. The changes are therefore $-\cos(2k_zz)$ and $+\cos(2k_zz)$.

Let $\mu=k_z/k$. The two polarizations together have parallel weight $1+\mu^2$ and normal weight $1-\mu^2$, so their joint change is

$$-\cos(2k\mu z)\,[(1+\mu^2)-(1-\mu^2)]=-2\mu^2\cos(2k\mu z).$$

With $d^3k=2\pi k^2\,dk\,d\mu$, the $A^2$ term gives

$$\frac{\delta\langle A^2\rangle}{2c^2}=-\frac1{2\pi c}\int_0^\infty k\,dk\int_{-1}^1\mu^2\cos(2k\mu z)\,d\mu .$$

The integral is understood with a factor $e^{-\eta k}$, and $\eta\to0$ at the end.

The $\mathbf p\cdot\mathbf A$ term acts in second order. The intermediate state has one photon and one oscillator quantum, so the energy denominator is $ck+\omega_0$. Because $\langle p_i^2\rangle=\omega_0/2$ for every axis, each mode contributes $-\omega_0/(ck+\omega_0)$ times its $A^2$ energy. The sum of both terms multiplies the integrand by

$$1-\frac{\omega_0}{ck+\omega_0}=\frac{ck}{ck+\omega_0}.$$

Now set $s=2kz$ and $b=2\omega_0z/c$. The angular integral is

$$\int_{-1}^1\mu^2\cos(s\mu)\,d\mu=2\,{\rm Im}\left[e^{is}\left(\frac1s+\frac{2i}{s^2}-\frac2{s^3}\right)\right].$$

Using $k\,dk=s\,ds/(4z^2)$ and $ck/(ck+\omega_0)=s/(s+b)$, we obtain

$$U_T=-\frac{1}{4\pi cz^2}\,{\rm Im}\int_0^\infty\frac{e^{is}(s+2i-2/s)}{s+b}\,ds .$$

The path is turned to $s=i\sigma$. The small quarter circle around $s=0$ contributes $-\pi/b$ to the imaginary part. The imaginary axis contributes $\int_0^\infty e^{-\sigma}(\sigma^2+2\sigma+2)/(\sigma^2+b^2)\,d\sigma$. Writing $\pi/b=\int_0^\infty2\,d\sigma/(\sigma^2+b^2)$ gives

$$U_T=\frac{\alpha}{4\pi z^2}F(b),\qquad F(b)=\int_0^\infty\frac{2-e^{-\sigma}(2+2\sigma+\sigma^2)}{\sigma^2+b^2}\,d\sigma .$$

For $b\to0$, integrate by parts. The numerator has derivative $\sigma^2e^{-\sigma}$ and the boundary terms vanish, so $F(0)=\int_0^\infty\sigma e^{-\sigma}d\sigma=1$. Close to the mirror,

$$U_T\simeq\frac{\alpha}{4\pi z^2},\qquad \frac{U_T}{|U_{\rm es}|}\simeq\frac2\pi\,\alpha\,\omega_0z .$$

This explains the opening ratio: $\omega_0z/c=0.0146$, and multiplication by $2/\pi$ gives 0.0093. The image force acts at zeroth order in $1/c$, whereas the transverse field enters only through $\mathbf A/c$ and, at these short distances, pays a factor $\alpha$. Near the mirror almost all of $U_T$ comes from the $A^2$ term, which alone gives $\alpha/(4\pi z^2)$.

These numbers belong to the perfect mirror. The modes that build $U_T$ have frequencies near $c/z\approx7$ hartree at 20 bohr, far above the plasma frequency of a metal, which is nearly transparent there. For a plasma-model metal with plasma frequency 0.33 hartree (9 eV), the nonretarded energy at 20 bohr is $-1.09\times10^{-4}$ hartree and the retardation part is only about $+1.0\times10^{-7}$ hartree, a ratio near 0.001. The perfect mirror thus overstates the transverse part at this distance.

The comparison also shows how accurate the electrostatics must be. Averaging the full $W$ over the Gaussian cloud by numerical quadrature gives $-1.63\times10^{-4}$ hartree, with the far tail cut off above the mirror, where $W$ is singular; the mirror lies nine rms widths away, and cuts from 15 bohr to just under 20 bohr below the centre give the same digits. The finite-size part, $-6.3\times10^{-6}$ hartree, is already about four times larger in magnitude than $U_T$.

## Where image dominance ends

For large $b$, the numerator integrals give $F\simeq\pi/b-6/b^2$. The first term yields

$$U_T\simeq\frac{\alpha}{4\pi z^2}\,\frac{\pi c}{2\omega_0z}=\frac1{8\omega_0z^3},$$

which cancels the image energy. The second leaves the retarded attraction $-3c/(8\pi\omega_0^2z^4)$. Image dominance is thus a near-zone statement, $\omega_0z\ll c$.

Numerical integration of $F$ gives $U_T/|U_{\rm es}|=0.090$ at 200 bohr and 0.54 at 2000 bohr. By then the image energy has fallen to $-1.56\times10^{-10}$ hartree. Distance makes the transverse part relatively important, but not large.

## One resonator mode

A resonator can concentrate the field in one mode. Place the electron midway between plates a distance $d$ apart, joined by a lossless inductor $L$, and let $x$ be its displacement across the gap. The gap field is taken as uniform and other modes are left out.

If the plates are held at a common potential, moving the electron by $x$ induces a plate charge proportional to $x/d$. Only the excess charge produces a voltage. With a suitable sign for the plate charge $Q$,

$$H=\frac{p^2}2+V(x)+\frac{(Q-x/d)^2}{2C}+\frac{\Phi^2}{2L},\qquad[\Phi,Q]=i .$$

Here $\Phi$ is the flux and $V$ includes the electrostatics of plates at a common potential. The vacuum shift $\Delta E$ is counted from the energy of this matter plus the empty mode.

The transformation $e^{ix\Phi/d}$ replaces $Q$ by $Q+x/d$ and $p$ by $p+\Phi/d$. It gives the equivalent form

$$H=\frac{(p+\Phi/d)^2}2+V(x)+\frac{Q^2}{2C}+\frac{\Phi^2}{2L}.$$

The mode has frequency $\omega_c=1/\sqrt{LC}$ and impedance $Z=\sqrt{L/C}$, so $1/C=Z\omega_c$ and $L=Z/\omega_c$. Half of its zero-point energy is magnetic: $\langle\Phi^2\rangle/(2L)=\omega_c/4$, or $\langle\Phi^2\rangle=Z/2$. Impedance therefore sets the size of the flux fluctuations. In units of $\hbar/e^2=4108$ ohm, the vacuum impedance is $Z_0=4\pi\alpha=0.0917$.

For $V=\omega_0^2x^2/2$ the problem is solvable. Let $q=\sqrt L\,Q$ and $\omega_p^2=1/(Cd^2)=Z\omega_c/d^2$. The equations of motion are

$$\ddot x=-(\omega_0^2+\omega_p^2)x+\omega_c\omega_pq,\qquad \ddot q=-\omega_c^2q+\omega_c\omega_px .$$

The squared normal frequencies have sum $\omega_0^2+\omega_c^2+\omega_p^2$ and product $(\omega_0^2+\omega_p^2)\omega_c^2-\omega_c^2\omega_p^2=\omega_0^2\omega_c^2$. Hence $(\Omega_++\Omega_-)^2=(\omega_0+\omega_c)^2+\omega_p^2$, and the zero-point energy changes by

$$\Delta E=\frac12\left[\sqrt{(\omega_0+\omega_c)^2+\frac{Z\omega_c}{d^2}}-\omega_0-\omega_c\right].$$

For weak coupling this is $Z\omega_c/[4d^2(\omega_0+\omega_c)]$. With $\omega_c=0.1$ hartree, $d=40$ bohr and $Z=Z_0$, it gives

$$\Delta E\simeq\frac{0.0917\times0.1}{4\times1600\times0.2}=7.16\times10^{-6}\ \text{hartree}.$$

The images of a centred normal dipole all point the same way and are spaced by $d$. On the axis, a dipole $x$ produces the field $2x/r^3$. Summing both sides and halving for induction gives the plate image energy of the motion across the gap

$$-\frac12\left\langle x\cdot2\sum_{n=1}^\infty\frac{2x}{(nd)^3}\right\rangle=-\frac{2\zeta(3)\langle x^2\rangle}{d^3}=-1.88\times10^{-4}\ \text{hartree},$$

where $\zeta(3)=\sum_{n\ge1}n^{-3}$. Motion parallel to the plates does not couple to this mode, and its image energy is left out of the comparison. The mode shift is 3.8% of the value above in magnitude. Solving the formula for $Z$,

$$Z=\frac{4d^2}{\omega_c}\,\Delta E\,(\Delta E+\omega_0+\omega_c),$$

shows that equality with this part of the image energy needs $26\,Z_0$, or 9.9 kilohm. A shift as large as $\omega_0$ needs about $21\,000\,Z_0$, or 7.9 megohm. The second value is so high partly because the electron spans little of the gap. Both values are formal results of the model. With $C=1/(Z\omega_c)$ and $C={\rm area}/(4\pi d)$, the first implies plates only about 46 bohr wide across the 40 bohr gap, and the second a plate area of about 2.6 bohr². A uniform gap field and images in wide plates are marginal in the first case and cannot hold in the second. The inductor is idealised as well. In SI units $L=\mu_0(Z/Z_0)\,c/\omega_c$, which is $\mu_0$ times the reduced wavelength $c/\omega_c=1370$ bohr already at $Z_0$, so a simple wire loop with this inductance would not be small against the wavelength, and metals are not lossless at 2.7 eV.

## A limit for any one-electron potential

Would a better-shaped potential avoid this? For each fixed $\Phi$, the phase factor $e^{-ix\Phi/d}$ removes $\Phi$ from $p+\Phi/d$. The matter energy therefore cannot fall below its uncoupled minimum, and $\Delta E\ge0$.

For an upper bound, take the product of the uncoupled ground states. The matter state can be chosen real, so $\langle p\rangle=0$ and the added energy is $\langle\Phi^2\rangle/(2d^2)$:

$$\Delta E\le\frac{Z}{4d^2}=\frac{\pi\alpha}{d^2}\,\frac{Z}{Z_0}.$$

In the charge form, take a product state with the oscillator displaced so that $\langle Q\rangle=\langle x\rangle/d$. The added energy is then the variance of $x/d$ divided by $2C$. Since $x$ stays within a gap of width $d$, its variance is at most $d^2/4$, and

$$\Delta E\le\frac{Z\omega_c\,{\rm Var}(x)}{2d^2}\le\frac{Z\omega_c}{8},\qquad \frac{\Delta E}{\omega_c}\le\frac{\pi\alpha}{2}\,\frac{Z}{Z_0}.$$

At $Z_0$ the shift is at most 1.15% of the photon energy. A shift of one photon energy requires at least $Z=8\hbar/e^2$, which is $87\,Z_0$ or 33 kilohm. This is necessary, not sufficient.

These bounds limit the energy itself. They do not prevent a small shift from being comparable with a still smaller splitting between matter levels. Such a comparison does not by itself show a strong response, however, because a shift common to two levels leaves their splitting unchanged.

## What raising the impedance means

An empty cubic box of side $a$ shows where ordinary confinement lies. Its lowest mode has $\omega=\pi\sqrt2\,c/a$, and its squared field, averaged over the volume, is one quarter of the peak value. Setting the electric zero-point energy equal to $\omega/4$,

$$\frac1{8\pi}\frac{\omega^2}{c^2}\langle A^2\rangle_{\rm peak}\frac{a^3}{4}=\frac\omega4,
\qquad \langle\Phi^2\rangle=\frac{a^2\langle A^2\rangle_{\rm peak}}{c^2}=\frac{8\pi}{\omega a}.$$

Thus $Z=2\langle\Phi^2\rangle=16\pi/(\omega a)=4Z_0/(\pi\sqrt2)=0.90\,Z_0$, whatever the side. Shrinking the box at fixed shape raises its frequency but not its impedance. For a box of height $h$ along the field and square base of side $a$, the same steps give $Z=0.90\,Z_0\,h/a$. At fixed frequency, a higher $Z$ requires more inductance and less capacitance.

In the harmonic model, adding electrons does not raise the shift per electron. For $N$ identical harmonic electrons without mutual interaction, only $\sum_ix_i/\sqrt N$ couples, and $\omega_p^2$ becomes $N\omega_p^2$. The total shift grows, but the square root is concave, so the shift per electron falls. At $1000\,Z_0$ it is $6.9\times10^{-3}$ hartree for one electron and $3.7\times10^{-3}$ hartree for each of 50. These values are again formal, since the implied plates would be only about 7 bohr wide.

Very high impedance can also change what the shift means. Let $\omega_c\to0$ at fixed $C$. Then $Z=1/(\omega_cC)$ diverges while $\omega_p^2=1/(Cd^2)$ stays fixed, and

$$\Delta E\to\frac12\left[\sqrt{\omega_0^2+\frac1{Cd^2}}-\omega_0\right].$$

This is the zero-point shift caused by adding the static energy $x^2/(2Cd^2)$ to the oscillator. The inductor no longer lets charge flow between the plates, and the large "vacuum shift" has become purely electrostatic in origin: it is the stiffening of the oscillator by the charging energy of an open circuit.

Numbers in the example were calculated in double precision.
